# Fano profile and its zero: derivation, numerical evaluation and limits

## A ladder of levels with one extra state

Take a discrete state $\varphi$ of energy $E_\varphi$ and a ladder of levels $\psi_j$ with distinct energies $E_j$. The state is coupled to every rung by the same real matrix element $v$, and the rungs are not coupled to each other. An eigenstate $a\varphi+\sum_j b_j\psi_j$ of energy $E$ obeys

$$(E-E_\varphi)a=v\sum_j b_j,\qquad (E-E_j)b_j=va .$$

Light connects an initial state $i$ to $\varphi$ with amplitude $D_\varphi$ and to each rung with the same amplitude $d$. The amplitude for absorption into the eigenstate is $M=D_\varphi a+d\sum_j b_j$. The first equation gives the sum over rungs as $(E-E_\varphi)a/v$, so

$$M=a\left[D_\varphi+\frac{d}{v}(E-E_\varphi)\right].$$

The factor $a$ cannot vanish. If it did, the second equation would allow just one nonzero $b_j$, and the first would then require $vb_j=0$. The bracket, however, vanishes at

$$E_0=E_\varphi-\frac{vD_\varphi}{d}.$$

At this energy the path through the discrete state cancels the direct path. A finite ladder need not have an eigenvalue exactly at $E_0$, but if $E_0$ lies within the range of the ladder, then as the rungs become dense there are eigenvalues as close to it as one wishes. The zero lies below $E_\varphi$ when $vD_\varphi/d$ is positive and above it when negative.

This is the cancellation behind the Fano profile. The continuum treatment adds the width, the shape and the effect of couplings that vary with energy.

## Continuum model and conventions

The algebra uses atomic units, with $\hbar=1$. Continuum states are normalized per unit energy, $\langle\psi_E|\psi_{E'}\rangle=\delta(E-E')$, and already diagonalize the Hamiltonian among themselves. The remaining matrix elements are

$$\langle\varphi|H|\varphi\rangle=E_\varphi,\qquad \langle\psi_E|H|\varphi\rangle=V_E,$$

$$\langle\varphi|T|i\rangle=D_\varphi,\qquad \langle\psi_E|T|i\rangle=D_E,$$

where $T$ is the dipole operator. Time-reversal symmetry allows all of them to be chosen real. There is one continuum, and $V_E$ and $D_E$ are nonzero at the energies considered. The light is weak, so that the golden rule applies.

Write the eigenstate as $\Psi_E=a_E\varphi+\int b_{E'}\psi_{E'}\,dE'$. Projecting $H\Psi_E=E\Psi_E$ on $\varphi$ and on $\psi_{E'}$ gives

$$(E-E_\varphi)a_E=\int V_{E'}b_{E'}\,dE',\qquad (E-E')b_{E'}=V_{E'}a_E .$$

Division by $E-E'$ leaves two freedoms: a multiple of $\delta(E-E')$ may be added, because $x\,\delta(x)=0$, and the pole needs a prescription. Choose

$$b_{E'}=\delta(E-E')+\frac{V_{E'}a_E}{E-E'-i0}.$$

This is the incoming-wave choice appropriate to a photoelectron final state. With real matrix elements the other sign gives the complex conjugate amplitude and the same cross section.

For a small positive $\eta$,

$$\frac1{x-i\eta}=\frac{x}{x^2+\eta^2}+\frac{i\eta}{x^2+\eta^2}.$$

As $\eta\to0$ the first term becomes the principal value $P(1/x)$. The second has area $\pi$ and shrinks to $i\pi\delta(x)$. Inserting $b_{E'}$ in the first projected equation therefore gives

$$(E-E_\varphi)a_E=V_E+a_E\,(F_E+i\pi V_E^2),\qquad F_E=P\!\int\frac{V_{E'}^2}{E-E'}\,dE',$$

and hence

$$a_E=\frac{V_E}{E-E_\varphi-F_E-i\pi V_E^2}.$$

The coupling shifts the level by $F_E$ and broadens it.

## Normalization

The golden rule needs final states normalized per unit energy, so this has to be checked for $\Psi_E$. Keep $\eta$ finite for the moment and define

$$g(E)=E-E_\varphi-\int\frac{V_{E'}^2}{E-E'-i\eta}\,dE',\qquad a_E=\frac{V_E}{g(E)}.$$

For two energies $E$ and $K$ the overlap is

$$\langle\Psi_E|\Psi_K\rangle=\delta(E-K)+\frac{a_KV_E}{K-E-i\eta}+\frac{a_E^*V_K}{E-K+i\eta}+a_E^*a_K(1+J),$$

$$J=\int\frac{V_{E'}^2\,dE'}{(E-E'+i\eta)(K-E'-i\eta)}.$$

The two factors in the denominator of $J$ differ by $E-K+2i\eta$, so partial fractions give

$$J=\frac{1}{E-K+2i\eta}\int V_{E'}^2\left[\frac1{K-E'-i\eta}-\frac1{E-E'+i\eta}\right]dE'.$$

The first integral is $K-E_\varphi-g(K)$ and the second is $E-E_\varphi-g^*(E)$. Therefore

$$1+J=\frac{2i\eta+g^*(E)-g(K)}{E-K+2i\eta}.$$

The term $2i\eta$ contributes a bounded function concentrated in a range of order $\eta$, which vanishes under an integral as $\eta\to0$. Multiplying the rest by $a_E^*a_K=V_EV_K/[g^*(E)g(K)]$ leaves

$$a_E^*a_K(1+J)\to\frac{a_KV_E-a_E^*V_K}{E-K+i0}.$$

Since $1/(K-E-i0)=-1/(E-K+i0)$, this cancels the second and third terms of the overlap. What remains is $\langle\Psi_E|\Psi_K\rangle=\delta(E-K)$, and the golden rule needs no extra factor.

## Width and decay

The share of $\varphi$ per unit energy is

$$|a_E|^2=\frac{V_E^2}{(E-E_\varphi-F_E)^2+\pi^2V_E^4}=\frac{1}{2\pi}\frac{\Gamma}{(E-E_r)^2+\Gamma^2/4},$$

with $\Gamma=2\pi V_E^2$ and $E_r=E_\varphi+F_E$. If $V$ and $F$ are constant over the resonance, the amplitude to remain in $\varphi$ after a time $t>0$ is the Fourier integral of this Lorentzian. Closing the contour around the pole at $E_r-i\Gamma/2$ gives

$$\int|a_E|^2e^{-iEt}\,dE=e^{-iE_rt}e^{-\Gamma t/2}.$$

The probability is $e^{-\Gamma t}$, so $\Gamma$ is the decay rate, or $\Gamma/\hbar$ in ordinary units.

A varying shift corrects this. Near the resonance $E-E_\varphi-F_E\approx(1-F')(E-E_r)$, where $F'=dF/dE$, so the width becomes $\Gamma/(1-F')$ to first order in $F'$, provided $V_E$ changes little over the width. For a flat coupling $V=0.04$ in a band from $-1$ to $1$, $F=V^2\ln[(1+E)/(1-E)]$ and $F'=2V^2=0.0032$ at the centre. Diagonalization with 1000 rungs gives a decay rate, taken between $t=1/\Gamma$ and $3/\Gamma$, of $1.0032\,\Gamma$, in agreement.

## The absorption profile

In $\langle\Psi_E|T|i\rangle$ the coefficients are conjugated, so the pole prescription becomes $+i0$:

$$\langle\Psi_E|T|i\rangle=D_E+a_E^*\left[D_\varphi+\int\frac{V_{E'}D_{E'}}{E-E'+i0}\,dE'\right].$$

Separating the principal value from the delta function gives

$$\langle\Psi_E|T|i\rangle=D_E+\frac{V_E\,(D_\Phi-i\pi V_ED_E)}{E-E_\varphi-F_E+i\pi V_E^2},$$

$$D_\Phi=D_\varphi+P\!\int\frac{V_{E'}D_{E'}}{E-E'}\,dE'.$$

$D_\Phi$ is the dipole amplitude to the discrete state together with the continuum admixture it carries. Define

$$\varepsilon=\frac{E-E_\varphi-F_E}{\Gamma/2},\qquad q=\frac{D_\Phi}{\pi V_ED_E}.$$

Because $\Gamma/2=\pi V_E^2$, the denominator is $\pi V_E^2(\varepsilon+i)$. The numerator is $\pi V_E^2D_E(q-i)$. Thus

$$\frac{\langle\Psi_E|T|i\rangle}{D_E}=1+\frac{q-i}{\varepsilon+i}=\frac{q+\varepsilon}{\varepsilon+i}.$$

The absorption cross section is proportional to the photon energy times the squared amplitude. Dividing by the cross section $\sigma_0$ of the uncoupled continuum at the same photon energy removes the common factors:

$$\boxed{\frac{\sigma}{\sigma_0}=\frac{(q+\varepsilon)^2}{1+\varepsilon^2}}$$

At $\varepsilon=-q$ the resonant term is $(q-i)/(-q+i)=-1$, equal and opposite to the direct term. The final state still exists at that energy and still contains $\varphi$, but the light does not excite it.

Differentiation gives

$$\frac{d}{d\varepsilon}\frac{(q+\varepsilon)^2}{1+\varepsilon^2}=\frac{2(q+\varepsilon)(1-q\varepsilon)}{(1+\varepsilon^2)^2}.$$

For $q\ne0$ the maximum is at $\varepsilon=1/q$ and has height $1+q^2$. Changing the sign of $q$ mirrors the profile about $\varepsilon=0$.

Two limits are useful. For $q=0$ the profile is $\varepsilon^2/(1+\varepsilon^2)$, a symmetric window with no peak. If instead $D_E\to0$ at fixed $D_\Phi$, then $|q|\to\infty$ and

$$D_E^2\,\frac{(q+\varepsilon)^2}{1+\varepsilon^2}\to\frac{D_\Phi^2}{\pi^2V_E^2}\,\frac1{1+\varepsilon^2}.$$

This is an ordinary Lorentzian absorption line. The zero has moved away without limit, because there is no direct path left to cancel.

## Energy-dependent couplings

No step of the profile derivation required $V_E$ or $D_E$ to be constant. In general $q$ and $\Gamma$ depend on energy, and the zero solves $\varepsilon(E)=-q(E)$. Multiplying $q+\varepsilon$ by $\pi V_E^2D_E$ turns this into

$$D_E(E-E_\varphi-F_E)+V_ED_\Phi(E)=0,$$

a convenient form for root finding. For constant $V$ and $D$ in a finite band, let $L=P\int dE'/(E-E')$. Then $F=V^2L$ and $D_\Phi=D_\varphi+VDL$. The two terms in $L$ cancel and the root is $E_\varphi-VD_\varphi/D$, the result of the ladder.

To evaluate a profile by diagonalization, replace the continuum by midpoints $E_j$ of spacing $h$, with couplings $V_{E_j}\sqrt h$ and dipole amplitudes $D_{E_j}\sqrt h$. The factors $\sqrt h$ convert energy normalization to unit normalization. If $M_k$ is the amplitude for the $k$th eigenstate, the strength per unit energy is

$$S(E_k)\approx\frac{2M_k^2}{E_{k+1}-E_{k-1}}.$$

The actual eigenvalue spacing must be used, because the resonance displaces the levels. The spacing $h$ must also be small compared with $\Gamma$.

As a benchmark, take a band from $-1$ to $1$ with $V_E=0.08(1-E^2)(1+0.3E)$, $D_E=0.6+0.2E$, $E_\varphi=0.1$, $D_\varphi=0.3$ and 1600 rungs. Within 0.16 of $E_\varphi$, $S/D_E^2$ differs from the formula by at most $6.2\times10^{-5}$, while the profile reaches 4.11. Both routes put the zero at 0.06208, where $q=1.738$ and $\varepsilon=-1.738$.

## When the zero is filled or moved

**A second continuum.** Let $\varphi$ couple to two continua with elements $V_1,V_2$, and let their dipole amplitudes be $D_1,D_2$. At each energy define $\bar V=\sqrt{V_1^2+V_2^2}$ and the rotated states

$$\psi_\parallel=\frac{V_1\psi_1+V_2\psi_2}{\bar V},\qquad \psi_\perp=\frac{V_2\psi_1-V_1\psi_2}{\bar V}.$$

The coupling of $\psi_\perp$ to $\varphi$ is $(V_2V_1-V_1V_2)/\bar V=0$. The single-continuum result applies to $\psi_\parallel$, while $\psi_\perp$ absorbs independently:

$$\sigma\propto D_\parallel^2\frac{(\bar q+\bar\varepsilon)^2}{1+\bar\varepsilon^2}+D_\perp^2 .$$

Here $\bar q$ and $\bar\varepsilon$ are formed with $\bar V$, $D_\parallel$ and the total shift. The floor is $D_\perp^2=(V_2D_1-V_1D_2)^2/\bar V^2$. It vanishes only if $D_1/D_2=V_1/V_2$.

An important case is a loss channel that light does not reach directly, $D_2=0$. Let $r=V_2^2/V_1^2$ be the ratio of its decay width to $\Gamma=2\pi V_1^2$. Then $D_\parallel^2=D_1^2/(1+r)$ and $D_\perp^2=D_1^2\,r/(1+r)$. Since $\bar VD_\parallel=V_1D_1$, $\bar q=q$. If $\varepsilon$ is still measured in units of $\Gamma/2$, $\bar\varepsilon=\varepsilon/(1+r)$. Collecting terms over a common denominator,

$$\frac{\sigma}{\sigma_0}=\frac{(\varepsilon+q)^2+r^2+r(1+q^2)}{\varepsilon^2+(1+r)^2}.$$

The minimum is $r/(1+r)$, at $\varepsilon=-q(1+r)$. For small $r$ the relative floor is simply $r$. Diagonalization with $V_1=0.06$, $q=2$ and $r=0.5$ in the flat band, with 800 rungs per continuum, supports this formula: after both spectra are smoothed by a Lorentzian of half-width 0.005, they differ by at most $1.1\times10^{-5}$ in $\sigma/\sigma_0$ at 25 energies from $-0.06$ to $0.06$.

**A complex $q$.** If $D_\varphi$ has a phase other than 0 or $\pi$ relative to the real $V_E$ and $D_E$, the same algebra gives $|q+\varepsilon|^2=(\varepsilon+\mathrm{Re}\,q)^2+(\mathrm{Im}\,q)^2$ in the numerator. No real energy then gives a zero.

**Neighbouring resonances.** Put several discrete states $n$ in one flat continuum. With $B=\sqrt h\sum_jb_j$ the ladder equations become $(E-E_n)a_n=V_nB$, and the dipole amplitude is

$$M=\sum_nD_na_n+DB=B\left[D+\sum_n\frac{V_nD_n}{E-E_n}\right].$$

Near the centre of a wide flat band, where the principal-value terms are negligible, $V_nD_n/D=q_n\Gamma_n/2$. The zeros then satisfy

$$1+\sum_n\frac{q_n\Gamma_n}{2(E-E_n)}=0 .$$

If all $q_n$ have the same sign, the left side varies monotonically between infinities of opposite sign from each resonance energy to the next. There is then one zero between each pair of neighbours and one more outside them, so the neighbours move the zeros without filling them. If the signs differ, two zeros can meet and disappear. For $q_1\Gamma_1/2=-s$ at energy 0 and $q_2\Gamma_2/2=s$ at energy $\Delta$, with $s$ and $\Delta$ positive, the condition becomes $E^2-\Delta E+s\Delta=0$, which has no real root when $s>\Delta/4$.

## Example in the regime of the helium 2s2p resonance

The free helium atom has a doubly excited 2s2p singlet state near 60 eV. It lies below the threshold at 65.4 eV for leaving He$^+$ in an $n=2$ state, so in dipole absorption, neglecting spin–orbit coupling, it decays into one electron continuum. Rough round parameters for it are $E_r=60$ eV, $\Gamma=0.04$ eV, $q=-2.8$ and $\sigma_0=0.014$ Å$^2$. The following positions take these inputs as given; they are not a calibration.

The coupling is $V=\sqrt{0.04/2\pi}=0.080$ eV$^{1/2}$, and the lifetime $\hbar/\Gamma$ is 16.5 fs. The zero lies at

$$E=60+2.8\times0.02=60.056\ \text{eV},$$

or 20.64 nm. The maximum, at $\varepsilon=-0.357$, lies at 59.993 eV, or 20.67 nm. Its cross section is $0.014\times(1+2.8^2)=0.124$ Å$^2$. Between these points the absorption changes from nearly nine times the background to zero over 0.063 eV.

| $\varepsilon$ | $E$ (eV) | $\sigma$ (Å$^2$) |
|---:|---:|---:|
| −10 | 59.80 | 0.0227 |
| −1 | 59.98 | 0.101 |
| 0 | 60.00 | 0.110 |
| 1 | 60.02 | 0.0227 |
| 10 | 60.20 | 0.0072 |

Even ten half-widths away, the two sides differ by a factor of about three. Neither value equals the background of 0.014 Å$^2$, so $\sigma_0$ cannot be read directly from the absorption at these energies.

Consider a 10 cm gas cell at 1 Torr and 300 K. The atom density is $n=3.22\times10^{16}$ cm$^{-3}$, and 1 Å$^2$ is $10^{-16}$ cm$^2$. For monochromatic light the transmission $e^{-n\sigma\ell}$, with $\ell$ the cell length, is 0.64 for the background and 0.019 at the maximum. The ideal model gives 1 at the zero.

### What fills the zero in practice

Near the zero, $\sigma/\sigma_0\approx(\varepsilon+q)^2/(1+q^2)$. A narrow distribution whose wings fall off fast, such as a Gaussian, therefore leaves a floor close to its variance in $\varepsilon$ divided by $1+q^2$. The rule fails for slowly decaying wings, which sample the profile far from the zero. A Lorentzian distribution of full width $r\Gamma$ has no finite variance; convolving the profile with it gives the loss-channel formula above, with minimum $r/(1+r)$. For a full width of 4 meV, $r=0.1$ and the minimum is 0.091. The estimates below are relative to $\sigma_0$.

- A Gaussian monochromator response with a full width at half maximum of 4 meV gives $8.2\times10^{-4}$.
- Radiative decay gives $1.7\times10^{-4}$. Its width, $6.6\times10^{-6}$ eV, is estimated from the hydrogenic 2p–1s rate at nuclear charge 2, with the other electron a spectator.
- Doppler broadening at 300 K has a full width of $3.7\times10^{-4}$ eV and gives $7\times10^{-6}$.
- Quadrupole absorption reaches other final symmetries and cannot cancel the dipole amplitude in the total cross section. Its scale $(ka_0)^2$, with $k$ the photon wavenumber and $a_0$ the Bohr radius, is $2.6\times10^{-4}$. This is an order of magnitude, not a calculated cross section.

Of these estimates, the assumed monochromator gives the largest floor. The position is affected separately. A neighbour 3.6 eV higher, with rough parameters $\Gamma=0.01$ eV and $q=-2.6$, moves the zero by about $-2\times10^{-4}$ eV. If $q$ varied as $1/E$, the zero would move by $-5\times10^{-5}$ eV. Both shifts are below one per cent of the 0.056 eV offset from resonance.

### Broadband exposure and resists

An extreme-ultraviolet lithography source works near 13.5 nm, so this helium line lies outside its band. It can serve as a gas-phase reference for a spectrometer. To see the effect of bandwidth alone, place a flat band with an assumed relative width of 2% at the helium zero. It is then 1.20 eV wide, and the profile can be written as

$$\frac{(q+\varepsilon)^2}{1+\varepsilon^2}=1+\frac{q^2-1+2q\varepsilon}{1+\varepsilon^2}.$$

In a band much wider than $\Gamma$ and nearly centred on the resonance, the odd term largely cancels. Since $q^2>1$, the remaining term raises the mean absorption. The band average is $1.33\,\sigma_0$, although the band is centred on the zero.

A resist film departs from the example in a more basic way: an inner-shell excitation there can relax through several electron channels. The assumption of one continuum then fails. If the additional channels have no direct dipole amplitude and a combined width equal to $\Gamma$, then $r=1$ and the minimum is half of the direct background, even for monochromatic light. In this model the depth of the minimum depends only on $r$, while its position, $\varepsilon=-q(1+r)$, depends on both $q$ and $r$. In a real film, absorption by other electrons and a spread of resonance energies also raise the minimum, so its depth alone does not measure the extra channels. The numerical output follows.

## Computed results

```
Test profile: largest error in sigma/sigma0 = 6.18e-05
Test profile: largest sigma/sigma0 = 4.113
Test zero, diagonalization = 0.062076 scaled energy
Test zero, formula = 0.062076 scaled energy
Test zero: eps = -1.7380, q = 1.7380
Flat test: eps of zero for q=-2.8 = 2.8000
Flat test: eps of zero for q=+2.8 = -2.8000
Decay test: measured rate / Gamma = 1.0032
Neighbour test: zero computed = -0.011056 scaled energy
Neighbour test: zero formula = -0.011054 scaled energy
Second-continuum test: largest error = 1.09e-05
Input resonance position = 60.0 eV
Input width Gamma = 0.040 eV
Input asymmetry q = -2.8
Input background cross section = 0.014 angstrom^2
Coupling V = 0.0798 eV^(1/2)
Lifetime = 16.46 fs
Zero: eps = 2.800
Zero: photon energy = 60.0560 eV
Zero: wavelength = 20.6448 nm
Maximum: eps = -0.3571
Maximum: photon energy = 59.9929 eV
Maximum: wavelength = 20.6665 nm
Maximum: sigma/sigma0 = 8.840
Maximum: cross section = 0.1238 angstrom^2
Profile: eps=-10, E=59.800 eV, sigma=0.02271 angstrom^2
Profile: eps=-1, E=59.980 eV, sigma=0.10108 angstrom^2
Profile: eps=0, E=60.000 eV, sigma=0.10976 angstrom^2
Profile: eps=1, E=60.020 eV, sigma=0.02268 angstrom^2
Profile: eps=10, E=60.200 eV, sigma=0.00719 angstrom^2
Cell: 1 Torr, 10 cm, 300 K
Cell atom density = 3.219e+16 cm^-3
Cell transmission, background = 0.6372
Cell transmission, maximum = 0.0186
Cell transmission, ideal zero = 1.0000
Radiative width estimate = 6.60e-06 eV
Radiative floor sigma/sigma0 = 1.65e-04
Doppler full width = 3.72e-04 eV
Doppler floor sigma/sigma0 = 7.07e-06
Monochromator full width = 0.004 eV
Monochromator floor sigma/sigma0 = 8.21e-04
Quadrupole scale (k a0)^2 = 2.59e-04
Neighbour input: gap = 3.6 eV, width = 0.01 eV, q = -2.6
Neighbour shift of zero = -2.05e-04 eV
Shift of zero if q varies as 1/E = -5.22e-05 eV
Band of 2% centred on zero: width = 1.201 eV
Band mean sigma/sigma0 = 1.333
```
